Plasmon Dispersion of the Electron Gas in the Adiabatic LDA

**1. Electrons at rest**

Consider a gas of electrons that all stand still, spread with uniform density n over a fixed positive background that neutralizes them. Hartree atomic units are used: ħ, the electron mass and the elementary charge are 1. Let the density be disturbed by a small wave n₁ exp(iq·r − iωt). The disturbance produces a potential energy v₁ = K n₁, where K says how strongly electrons respond to their own density change.

Two laws fix the motion. Conservation of particles, to first order in the disturbance, gives −iω n₁ = −i n q·u for the velocity amplitude u. Newton's law gives −iω u = −i q v₁ = −i q K n₁. Eliminating u,

ω² = n K q². (1)

Poisson's equation, q² v₁ = 4π n₁, gives the electrostatic part K = 4π/q². Suppose that exchange and correlation add a potential proportional to the local density change, f_xc n₁. Then K = 4π/q² + f_xc, and

ω² = 4πn + n f_xc q². (2)

The first term is the square of the plasma frequency, ω_p² = 4πn. It does not depend on q because the Coulomb factor 1/q² cancels the q² in (1). A short-range interaction has no such factor, so it enters at order q². If f_xc is negative, the exchange-correlation part of the force draws electrons toward a region of raised density and partly offsets the Coulomb repulsion. At small q the total K remains positive, but the restoring force is weakened and the frequency falls.

Real electrons are not at rest: they fill a Fermi sphere. The rest of the derivation finds what their motion adds to (2), and what value f_xc takes.

**2. The equation of motion**

The gas is unpolarized and at zero temperature. Per spin, the occupation g(k) is 1 for |k| < k_F and 0 outside, so that

n = 2 ∫ d³k/(2π)³ g(k) = k_F³/(3π²). (3)

In time-dependent Kohn–Sham theory the electrons move independently in a common potential. In the undisturbed gas that potential is constant and can be set to zero, so the orbitals are plane waves with energies ε(k) = k²/2.

Write the one-body density matrix of one spin as ρ₀ + ρ₁, where ρ₀ is diagonal with elements g(k). It obeys i dρ/dt = [h, ρ], with h = ε + v₁. Dropping the product v₁ρ₁, which is of second order, leaves

i dρ₁/dt = [ε, ρ₁] + [v₁, ρ₀]. (4)

Take the matrix element between ⟨k+q| and |k⟩ and call ρ(k) = ⟨k+q|ρ₁|k⟩. The wave exp(iq·r) connects k to k+q with matrix element v₁. The second commutator is therefore v₁g(k) − g(k+q)v₁. With time dependence exp(−iωt),

ω ρ(k) = [ε(k+q) − ε(k)] ρ(k) + [g(k) − g(k+q)] K n₁, (5)

n₁ = 2 ∫ d³k/(2π)³ ρ(k). (6)

The factor 2 counts the spins. A real disturbance also contains the wave with −q, but in a linear theory of a uniform system the two components do not mix.

The factor K is where the approximation enters. In the adiabatic local density approximation (ALDA), the exchange-correlation potential at each point and time is that of a static uniform gas with the density found there and then. If e_xc(n) is the exchange-correlation energy per electron, this potential is d(n e_xc)/dn. Its first-order change is f_xc n₁, with

K = 4π/q² + f_xc, f_xc = d²(n e_xc)/dn². (7)

Thus f_xc is a real number that depends on neither q nor ω. Setting it to zero gives the random-phase approximation (RPA).

**3. The condition for a free oscillation**

Solve (5) for ρ(k) and insert it in (6). The amplitude n₁ appears on both sides and cancels if it is not zero, leaving

1 = K χ₀(q, ω), (8)

χ₀ = 2 ∫ d³k/(2π)³ [g(k) − g(k+q)] / [ω − ε(k+q) + ε(k)]. (9)

χ₀ is the density response of independent electrons to the total potential. To bring the two occupations together, substitute p = k+q in the term with g(k+q). There ε(p) − ε(p−q) = q·p − q²/2, while in the first term ε(k+q) − ε(k) = q·k + q²/2. Renaming p as k and writing D = ω − q·k,

1/(D − q²/2) − 1/(D + q²/2) = q²/(D² − q⁴/4),

so that

χ₀ = 2 ∫ d³k/(2π)³ g(k) q² / [(ω − q·k)² − q⁴/4]. (10)

For electrons at rest, and with the quantum term q⁴/4 neglected, this is n q²/ω², and (8) becomes (1). An electron of velocity k contributes the same expression with its Doppler-shifted frequency ω − q·k.

The denominators in (9) vanish when ω equals the energy of lifting an electron from an occupied state k to k+q. The largest such energy belongs to k = k_F along q:

ω_edge = q k_F + q²/2. (11)

Above this edge D > q²/2 for every occupied k, and χ₀ is real and positive. A solution of (8) found there is an undamped plasmon within this model. As q → 0 the edge goes to zero while ω tends to ω_p, so the long-wavelength plasmon lies above it.

**4. Expansion in the wavevector**

Let x = q·k/ω and a = q²/(2ω). At fixed ω, x is of order q and a is of order q². The fraction in (10) is then

(q²/ω²) · 1/[(1−x)² − a²] = (q²/ω²) [(1−x)⁻² + a²(1−x)⁻⁴ + …]. (12)

The series converges above the edge, where |x| + a < 1. Use (1−x)⁻² = 1 + 2x + 3x² + 4x³ + 5x⁴ + …, and keep terms through order q⁴ inside the bracket. From the second term of (12) a² alone survives at this order.

Now average over the Fermi sphere. Odd powers of x vanish because k and −k are equally occupied. For the even powers, radius and angle separate:

⟨k²⟩ = 3k_F²/5, ⟨k⁴⟩ = 3k_F⁴/7, ⟨cos²θ⟩ = 1/3, ⟨cos⁴θ⟩ = 1/5. (13)

Hence ⟨x²⟩ = k_F²q²/(5ω²) and ⟨x⁴⟩ = 3k_F⁴q⁴/(35ω⁴). Multiplying by 3 and 5 respectively, and using (3) for the total weight,

χ₀ = (n q²/ω²) [1 + 3k_F²q²/(5ω²) + q⁴/(4ω²) + 3k_F⁴q⁴/(7ω⁴) + O(q⁶)]. (14)

The first correction is positive although as many electrons move with the wave as against it. The function (1−x)⁻² curves upward, so the electrons moving with the wave gain more response than the others lose. Its origin in 3⟨x²⟩ shows that the coefficient 3k_F²/5 is three times the mean square velocity along q, which is k_F²/5.

**5. The dispersion relation**

Abbreviate A = 3k_F²/5, B = n f_xc, C = 3k_F⁴/7 and W = ω². From (7), n K q² = ω_p² + B q². Inserting (14) in (8) and multiplying by W,

W = (ω_p² + B q²) [1 + A q²/W + q⁴/(4W) + C q⁴/W² + …]. (15)

Put W = ω_p² + c₂q² + c₄q⁴ + …. Then 1/W = 1/ω_p² − c₂q²/ω_p⁴ + …. At order q², the right side of (15) gives B from the first factor and ω_p² · A/ω_p² = A from the second. Therefore c₂ = A + B, or

ω² = ω_p² + (3k_F²/5 + n f_xc) q² + O(q⁴). (16)

This is the plasmon dispersion sought. It adds the contribution of Fermi motion to the result (2) for electrons at rest. It is an expansion at small q, not an identity.

The next order shows how far (16) can be used. Collecting the q⁴ terms of (15),

c₄ = AB/ω_p² − A c₂/ω_p² + 1/4 + C/ω_p².

The first term is the product of B q² with A q²/ω_p²; the second comes from the correction to 1/W. Since c₂ = A + B, the terms with B cancel, and C − A² = (3/7 − 9/25)k_F⁴ = 12k_F⁴/175. Thus

c₄ = 1/4 + 12k_F⁴/(175 ω_p²). (17)

RPA and ALDA share this coefficient. The cancellation relies on the kernel being constant: a kernel f_xc + f₂q² would add n f₂ to c₄.

The coefficients in (16) belong to Hartree units. In Rydberg units the electron mass is 1/2 and the squared charge is 2, lengths are unchanged, and the numerical values of energies double. So ω² is multiplied by 4 and f_xc, an energy times a volume, by 2. The bracket in (16) then reads 12k_F²/5 + 2n f_xc, with f_xc in Rydberg units.

**6. The kernel of the uniform gas**

Describe the density by r_s, the radius of a sphere that holds one electron: n = 3/(4πr_s³). Let 𝒟 = n d/dn. Because n is proportional to r_s⁻³, 𝒟 = −(r_s/3) d/dr_s. Carrying out the derivative in (7),

n f_xc = 2n e_xc′(n) + n² e_xc″(n) = 𝒟²e_xc + 𝒟e_xc, (18)

since 𝒟²e = n e′ + n²e″. In terms of r_s, 𝒟²e = (r_s/9)(de/dr_s + r_s d²e/dr_s²), and therefore

n f_xc = (r_s/9) [r_s d²e_xc/dr_s² − 2 de_xc/dr_s]. (19)

The exchange part can be found in closed form. Exchange acts between electrons of equal spin, and for plane waves its energy per volume is

E_x/V = −4π I/(2π)⁶, I = ∫∫ d³k d³k′ / |k − k′|², (20)

with both wavevectors inside the Fermi sphere. The factor 1/2 for counting pairs once has cancelled the 2 for spin. By dimensions, I is proportional to k_F⁴, so dI/dk_F = 4I/k_F. Enlarging the sphere adds a shell to either k or k′, so the same derivative is 2 · 4πk_F² J, where J is the integral of 1/|k − k′|² over k′ with k fixed on the surface.

Measure k′ from that surface point by its distance s and its angle θ to the inward normal. The volume element s² ds dΩ cancels the denominator, and s runs from 0 to 2k_F cosθ:

J = 2π ∫₀¹ 2k_F cosθ d(cosθ) = 2πk_F. (21)

Hence 4I/k_F = 16π²k_F³ and I = 4π²k_F⁴. Equation (20) gives E_x/V = −k_F⁴/(4π³), and division by n yields e_x = −3k_F/(4π). This is proportional to n^(1/3), so 𝒟 multiplies it by 1/3, and (18) gives

n f_x = (1/9 + 1/3) e_x = −k_F/(3π). (22)

In ALDA, exchange alone therefore lowers the coefficient in (16) by the fraction

[k_F/(3π)] / [3k_F²/5] = 5/(9πk_F). (23)

Since k_F = (9π/4)^(1/3)/r_s, this fraction grows in proportion to r_s. Dilution reduces the kinetic term as r_s⁻² but exchange only as r_s⁻¹. In the opposite limit of high density the exchange fraction goes to zero. The value (22) is a static one. Exchange treated to first order at q → 0 with ω ≫ q k_F, the regime of the long-wavelength plasmon, gives n f_x = −k_F/(5π), three fifths of (22); that value is quoted here, not derived.

Correlation has no such closed form at metallic densities. Here its energy is taken from the Perdew–Wang parametrization for the unpolarized gas, an input that is not derived:

e_c = −2a(1 + 0.21370 r_s) ln[1 + 1/(2aG)], a = 0.0310907,
G = 7.5957 r_s^(1/2) + 3.5876 r_s + 1.6382 r_s^(3/2) + 0.49294 r_s². (24)

Its contribution follows by differentiation in (19). The last digits of the results below depend on the fit. With the Perdew–Zunger, Vosko–Wilk–Nusair or Chachiyo forms, the ALDA coefficient at r_s = 4 lies between 0.0809 and 0.0813, and its zero between r_s = 8.94 and 9.01.

**7. The lowering at metallic densities**

The terms of the coefficient, in Hartree atomic units, are as follows. The last column is the lowering relative to the RPA value 3k_F²/5.

r_s | 3k_F²/5 | n f_x | n f_c | ALDA | lowering
2 | 0.552 | −0.102 | −0.007 | 0.443 | 20%
3 | 0.246 | −0.068 | −0.007 | 0.171 | 30%
4 | 0.138 | −0.051 | −0.006 | 0.081 | 41%
5 | 0.088 | −0.041 | −0.006 | 0.042 | 53%
6 | 0.061 | −0.034 | −0.006 | 0.022 | 64%

Within ALDA, exchange supplies most of the lowering throughout the table. The ALDA correlation term has the same sign, and its absolute size changes little while the kinetic term shrinks. Its share of 3k_F²/5 thus rises from about 1% at r_s = 2 to 9% at r_s = 6.

The ALDA coefficient reaches zero at r_s ≈ 8.95; with exchange alone it would do so at r_s ≈ 10.85. Just beyond the zero it is negative, and the plasmon frequency at first falls with q. This does not make the uniform plasmon unstable, because ω² still starts from the positive value ω_p². Near the zero, (16) is a poor guide except at very small q, since the term c₄q⁴ soon exceeds the q² term.

**8. A gas with r_s = 4**

The following numbers are for the model gas, not for a particular metal. The density is n = 3/(4π · 4³) = 0.00373 bohr⁻³. From it,

k_F = (3π²n)^(1/3) = 0.480 bohr⁻¹,
ω_p = (4πn)^(1/2) = 0.2165 hartree = 5.89 eV.

The two coefficients are

RPA: 3k_F²/5 = 0.1381 hartree² bohr²,
ALDA: 0.1381 − 0.0509 − 0.0062 = 0.0810 hartree² bohr².

In Rydberg units the ALDA value is 0.324 Ry² bohr², larger by the factor 4 that multiplies ω². Taking the square root of (16) at small q gives ω ≈ ω_p + c₂q²/(2ω_p). The curvature coefficient c₂/(2ω_p) is 0.319 hartree bohr² in RPA and 0.187 in ALDA.

Now choose q = k_F/2 = 0.2399 bohr⁻¹, so q² = 0.05755 bohr⁻². With ω_p² = 0.046875 hartree², equation (16) gives

RPA: ω² = 0.046875 + 0.1381 × 0.05755 = 0.05482, ω = 0.2341 hartree,
ALDA: ω² = 0.046875 + 0.0810 × 0.05755 = 0.05154, ω = 0.2270 hartree.

From (17), c₄ = 0.3275 hartree² bohr⁴, which adds 0.3275 × 0.05755² = 0.00108 hartree² to both. The frequencies become 0.2364 and 0.2294 hartree. Solving the model without expansion gives 0.2369 and 0.2299 hartree. Relative to this full ALDA solution, the q² formula is low by 1.3% and the q⁴ formula by 0.2%.

At this wavevector ALDA lies 0.19 eV below RPA. The rise above ω_p is 0.0134 hartree instead of 0.0204, a reduction of 34%. It is less than the 41% found for the q² coefficient mainly because the rise includes the positive q⁴ term, which the two approximations share. With (16) alone the rises are 0.0105 and 0.0176 hartree, a reduction of 40%. With the q⁴ term they are 0.0129 and 0.0199, a reduction of 35%. Higher orders account for the rest.

The numerical check diagonalizes (5) and (6) directly, without expanding in q. The small-q behaviour of the highest eigenfrequency reproduces both values of c₂ and the common c₄.

**9. Where the result ends**

There are two separate limits: one on the plasmon within the model, the other on the model itself.

The first is the edge (11). Above it, each term of (10) decreases as ω grows, so χ₀ falls steadily toward zero. For K > 0, equation (8) therefore has a solution above the edge if K χ₀ exceeds 1 there, and none if K χ₀ is below 1. The plasmon meets the edge at the wavevector q_c for which

K χ₀(q_c, q_c k_F + q_c²/2) = 1. (25)

For r_s = 4 this gives q_c = 0.454 bohr⁻¹ in RPA and 0.415 bohr⁻¹ in ALDA, or 0.95 k_F and 0.87 k_F. The direction of the change follows from (25). At the RPA value of q_c, adding a negative f_xc lowers K and makes K χ₀ less than 1, so in ALDA the plasmon has already disappeared into the pair excitations. Beyond q_c the collective motion can give its energy to single electron–hole pairs, and an expansion made above the edge no longer describes it.

The second limit concerns the kernel. The exact exchange-correlation kernel depends on frequency and can be complex. If it is finite as q → 0 and smooth near ω_p, the argument leading to (16) still holds at order q², with f_xc replaced by its value at q → 0 and ω = ω_p: any change of the kernel along the dispersion curve is itself of higher order. ALDA puts the static uniform-gas value (7) in its place, although the plasmon is a fast oscillation. The dependence on frequency is not small. In the opposite limit of infinite frequency, the third-moment sum rule (quoted, not derived here) gives n f_xc = 2t_c + 4u/15, where t_c is the correlation kinetic energy and u the interaction energy per electron. Its correlation part is positive, and the lowering is about 6%, 10% and 14% at r_s = 2, 4 and 6, against 20%, 41% and 64% in ALDA. The frequency ω_p is at neither limit.

A negative imaginary part of the kernel would make ω complex and damp the plasmon even above the edge: from (16), Im ω ≈ n Im f_xc q²/(2ω_p), which vanishes as q². The real ALDA kernel cannot describe that damping. The percentages in the table therefore measure the effect of the ALDA kernel relative to RPA; they do not give the error of RPA relative to the true electron gas.

Values computed for the example and the checks

```
Jellium; coefficients of q^2 in omega^2, Hartree atomic units
rs(bohr) 3kF^2/5   n f_x     n f_c     ALDA sum  lowering(%)
 2.0      0.55248  -0.10181  -0.00722   0.44344    19.7
 3.0      0.24554  -0.06788  -0.00664   0.17102    30.3
 4.0      0.13812  -0.05091  -0.00620   0.08101    41.3
 5.0      0.08840  -0.04073  -0.00584   0.04183    52.7
 6.0      0.06139  -0.03394  -0.00553   0.02191    64.3
ALDA coefficient vanishes at rs = 8.95 bohr
with exchange alone it vanishes at rs = 10.85 bohr
Detailed case rs = 4.0 bohr
n = 0.003730 bohr^-3
kF = 0.47979 bohr^-1
omega_p = 0.21651 hartree = 5.891 eV
f_xc = -15.3103 hartree bohr^3
c4 = 0.32752 hartree^2 bohr^4
Rydberg-unit ALDA coefficient = 0.32403 Ry^2 bohr^2
chosen q = kF/2 = 0.23989 bohr^-1
RPA: coefficient from eigenvalues = 0.13812 hartree^2 bohr^2
RPA: c4 from eigenvalues = 0.32752 hartree^2 bohr^4
RPA: coefficient/(2 omega_p) = 0.3190 hartree bohr^2
RPA: omega(kF/2), to q^2 = 0.23414 hartree
RPA: omega(kF/2), to q^4 = 0.23645 hartree
RPA: omega(kF/2), full = 0.23687 hartree
RPA: q_c = 0.4536 bohr^-1, q_c/kF = 0.9454
ALDA: coefficient from eigenvalues = 0.08101 hartree^2 bohr^2
ALDA: c4 from eigenvalues = 0.32752 hartree^2 bohr^4
ALDA: coefficient/(2 omega_p) = 0.1871 hartree bohr^2
ALDA: omega(kF/2), to q^2 = 0.22702 hartree
ALDA: omega(kF/2), to q^4 = 0.22939 hartree
ALDA: omega(kF/2), full = 0.22991 hartree
ALDA: q_c = 0.4154 bohr^-1, q_c/kF = 0.8657
ALDA minus RPA at kF/2, full = -0.190 eV
```
